\section*{Core-level shifts from the nuclear potential and the core-weighted density}

\section{The physical question}

When an atom changes its chemical state, its core levels move, by amounts that range from a fraction of an electronvolt to several electronvolts, although the core orbitals take no part in bonding. Photoemission records this movement together with the response of the other electrons to the core hole. Here only the initial-state part is treated: the change of the Kohn--Sham core eigenvalue before any electron is emitted.

A core orbital is small, so one expects its eigenvalue to follow the electrostatic potential at the nucleus. The orbital has a finite size, however, and electron density added inside it makes the potential vary across it. For a smooth density change the resulting correction is proportional to the density change at the nucleus times the core mean square radius. Valence density near a nucleus is not smooth on that scale, and the density at the nucleus must then be replaced by a definite core-weighted average.

Hartree atomic units are used in the derivation: lengths in $a_0$, densities in $a_0^{-3}$. The symbol $v$ denotes the potential energy of an electron, so adding electrons raises $v$. If $\Phi$ is the electrostatic potential in the usual sense, $\Delta v_{\rm es}=-\Delta\Phi$.

\section{Statement}

Let a nucleus of charge $Z$ sit at the origin, and let the reference Kohn--Sham potential be spherical over the core. A core level $c$ has energy $\varepsilon_c$ and normalized radial function $P(r)$, with
\begin{equation}
\int_0^\infty P^2\,dr=1,\qquad
\langle r^k\rangle_c=\int_0^\infty r^kP^2\,dr .
\end{equation}
The potential changes by $\Delta v=\Delta v_{\rm es}+\Delta v_{\rm xc}$, the electrostatic and exchange-correlation parts. The electron density changes by $\Delta n$, with spherical average $\Delta\bar n(r)$ about the nucleus.

\paragraph{Theorem.} Assume that
(a) the nucleus is fixed and the orbitals are nonrelativistic;
(b) $\Delta\bar n$ is bounded, and any other changed charges lie outside the core orbital, so that its tail beyond them is negligible;
(c) $\Delta v$ couples the core level only weakly to other levels, compared with their energy separations; and
(d) all energies refer to one common zero.
Then the shift of the level, averaged over $m$ for a subshell with $l>0$, is
\begin{equation}
\Delta\varepsilon_c=\Delta v_{\rm es}(0)
-\frac{2\pi}{3}\,\Delta n_c\,\langle r^2\rangle_c
+\langle\Delta v_{\rm xc}\rangle_c+O(\Delta v^2),
\label{main}
\end{equation}
where
\begin{equation}
\Delta n_c=\frac{\int_0^\infty s^2w(s)\Delta\bar n(s)\,ds}
{\int_0^\infty s^2w(s)\,ds},\quad
w(s)=\int_s^\infty P^2(r)\left(\frac1s-\frac1r\right)dr .
\label{weight}
\end{equation}
If $\Delta n$ is smooth and nearly constant over the core, $\Delta n_c$ tends to $\Delta n(0)$.

The density $\Delta n$ is the total change, including any relaxation of the core. With a frozen core it is the change of the valence density alone. The exchange-correlation term is kept separately because nothing in the electrostatic argument makes it smaller than the density term.

\section{First order and angular averaging}

\paragraph{Lemma 1.} To first order, the mean shift of a complete subshell is the radial average of the spherical mean $\Delta\bar v(r)$.

\paragraph{Proof.} For a single level, first-order perturbation theory gives $\langle c|\Delta v|c\rangle$. For $l>0$ the $2l+1$ degenerate states $c,m$ require diagonalizing the matrix of $\Delta v$ among them. The sum of its eigenvalues is its trace, so the mean shift is
\begin{align}
\Delta\varepsilon_c^{(1)}
&=\frac1{2l+1}\sum_m\int\frac{P^2(r)}{r^2}
|Y_{lm}(\hat{\mathbf r})|^2\,\Delta v(\mathbf r)\,d^3r\nonumber\\
&=\int_0^\infty P^2(r)\,\Delta\bar v(r)\,dr .
\label{first}
\end{align}
The second line uses $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ and $d^3r=r^2dr\,d\Omega$. The remaining angular integral, divided by $4\pi$, is the spherical mean. $\square$

For a nondegenerate level the next term is
\begin{equation}
\Delta\varepsilon_c^{(2)}=\sum_{k\ne c}
\frac{|\langle k|\Delta v|c\rangle|^2}{\varepsilon_c-\varepsilon_k}.
\label{second}
\end{equation}
With a spherical perturbation the same sum holds within each $l$ channel. Since $\langle k|c\rangle=0$, the constant $\Delta v_{\rm es}(0)$ can be subtracted from $\Delta v$ in every matrix element here. A large uniform shift therefore does not by itself cause a large second-order term; what counts is the variation of $\Delta v$ where the core orbital is appreciable.

\section{From Poisson's equation to the core weight}

\paragraph{Lemma 2.} For electron density inside and around the core,
\begin{equation}
\langle\Delta v_{\rm es}\rangle_c-\Delta v_{\rm es}(0)
=-4\pi\int_0^\infty s^2w(s)\,\Delta\bar n(s)\,ds .
\label{lemma}
\end{equation}

\paragraph{Proof.} For electron potential energy, Poisson's equation reads $\nabla^2\Delta v_{\rm es}=-4\pi\Delta n$. Integrate it over a ball of radius $r$. The divergence theorem turns the left side into $4\pi r^2\,d\Delta\bar v_{\rm es}/dr$, so
\begin{equation}
\frac{d\Delta\bar v_{\rm es}}{dr}=-\frac{q(r)}{r^2},
\qquad q(r)=4\pi\int_0^r s^2\Delta\bar n(s)\,ds .
\label{gauss}
\end{equation}
Here $q$ is the number of electrons added within $r$. Integrating from the nucleus and exchanging the order of integration gives
\begin{align}
\Delta\bar v_{\rm es}(r)-\Delta v_{\rm es}(0)
&=-4\pi\int_0^r\frac{dt}{t^2}\int_0^t s^2\Delta\bar n(s)\,ds\nonumber\\
&=-4\pi\int_0^r s^2\Delta\bar n(s)
\left(\int_s^r\frac{dt}{t^2}\right)ds\nonumber\\
&=-4\pi\int_0^r s^2\Delta\bar n(s)
\left(\frac1s-\frac1r\right)ds .
\label{radial}
\end{align}
Multiply by $P^2(r)$ and integrate over $r$. For fixed $s$, the values $r>s$ contribute, which produces $w(s)$ and proves (\ref{lemma}). Bounded $\Delta\bar n$ and the decay of $P$ justify the exchanges. $\square$

An external unit charge at distance $d$ has the spherical mean $\pm1/d$ for $r<d$. It therefore enters $\Delta v_{\rm es}(0)$ and shifts all core levels lying inside $d$ equally in first order. Its higher multipoles can split a $p$ level, but by Lemma 1 they do not move its centroid in first order.

\paragraph{Lemma 3.} The moments of the weight are
\begin{equation}
\int_0^\infty s^{2+k}w(s)\,ds
=\frac{\langle r^{k+2}\rangle_c}{(k+2)(k+3)},\qquad k\ge0 .
\label{moments}
\end{equation}

\paragraph{Proof.} Insert the definition of $w$ and integrate over $s$ first:
\begin{align}
\int_0^\infty s^{2+k}w\,ds
&=\int_0^\infty P^2(r)\int_0^r
\left(s^{1+k}-\frac{s^{2+k}}r\right)ds\,dr\nonumber\\
&=\int_0^\infty P^2(r)\,r^{k+2}
\left(\frac1{k+2}-\frac1{k+3}\right)dr .
\end{align}
The bracket is $1/[(k+2)(k+3)]$. $\square$

\paragraph{Proof of the theorem.} For $k=0$, Lemma 3 gives $4\pi\int s^2w\,ds=(2\pi/3)\langle r^2\rangle_c$. With the definition of $\Delta n_c$, Lemma 2 becomes
\begin{equation}
\langle\Delta v_{\rm es}\rangle_c
=\Delta v_{\rm es}(0)-\frac{2\pi}{3}\Delta n_c\langle r^2\rangle_c .
\end{equation}
Lemma 1, with $\langle\Delta v_{\rm xc}\rangle_c$ added, yields (\ref{main}). The smooth limit follows from (\ref{weight}): if $\Delta\bar n$ is constant where the weight is appreciable, it leaves the integral and the normalization cancels. $\square$

Since $1/s-1/r\ge0$ for $r\ge s$, the weight is nonnegative. Hence $\Delta n_c$ lies between the smallest and largest values of $\Delta\bar n$. The minus sign in the density term has a direct meaning: by (\ref{gauss}), the spherical mean of the potential about the nucleus decreases outward wherever the enclosed number $q(r)$ of added electrons is positive, wherever those electrons are centred. An extended core orbital then feels less repulsion than the value at the nucleus suggests.

\section{When the density at the nucleus suffices}

For a smooth density the spherical mean begins as
\begin{equation}
\Delta\bar n(s)=\Delta n(0)+\frac{s^2}{6}\nabla^2\Delta n(0)+\cdots .
\end{equation}
Lemma 3 with $k=0$ and $k=2$ gives
\begin{equation}
\langle\Delta v_{\rm es}\rangle_c-\Delta v_{\rm es}(0)
=-\frac{2\pi}{3}\Delta n(0)\langle r^2\rangle_c
-\frac{4\pi}{120}\nabla^2\Delta n(0)\langle r^4\rangle_c+\cdots .
\label{smooth}
\end{equation}
The second term divided by the first is $\nabla^2\Delta n(0)\langle r^4\rangle_c/[20\,\Delta n(0)\langle r^2\rangle_c]$. Its magnitude must be small for the local formula to hold.

A three-dimensional test uses one electron with density $\pi^{-3/2}e^{-R^2}$, where $R$ is the distance from a centre $1\,a_0$ away from the nucleus. The core is a hydrogenic $1s$ orbital. At $Z=10$ the average potential differs from its nuclear value by $-0.0041198$ Hartree, against $-0.0041511$ from the leading term. At $Z=20$ the values are $-0.0010358$ and $-0.0010378$. The discrepancy, taken from unrounded values, falls from $3.13\times10^{-5}$ to $1.95\times10^{-6}$ Hartree, as $\langle r^4\rangle_c\propto Z^{-4}$ predicts.

A second test places a unit repulsive charge at $d=3\,a_0$ from a nucleus with $Z=10$ and evaluates expectation values of its potential in fixed hydrogenic orbitals. They illustrate the angular averaging of Lemma 1, but they are not the level shifts of the hydrogenic ion. There $2s$ and $2p$ are degenerate, and the dipole field couples $2s$ to the axial $2p$ orbital with a matrix element of magnitude $3/(Zd^2)\approx0.033$ Hartree, larger than the quadrupole splitting, so condition (c) fails for $n=2$; in a screened atom the $2s$--$2p$ gap removes this degeneracy. The $1s$ level also has a second-order shift $-9/(4Z^4d^4)\approx-3\times10^{-6}$ Hartree. The $1s$ expectation value is $0.333333$ Hartree, equal to $1/d$ to the printed digits. For $2p$ the orbital along the axis gives $0.337778$, and each one across it $0.331111$. Their mean is
\begin{equation}
\frac{0.337778+2(0.331111)}3=0.333333\ \text{Hartree}.
\end{equation}

\section{Why valence density needs the average}

Near a point nucleus an $s$-wave density starts as $n(0)(1-2Zs)$. Its linear term is absent from the smooth expansion. Lemma 3 with $k=1$ shows its effect relative to the constant term:
\begin{equation}
\frac{-2Z\langle r^3\rangle_c/12}{\langle r^2\rangle_c/6}
=-Z\frac{\langle r^3\rangle_c}{\langle r^2\rangle_c}
=-Z\frac{7.5/Z^3}{3/Z^2}=-2.5,
\end{equation}
where the hydrogenic $1s$ moments were inserted. The supposed correction exceeds the leading term and does not shrink as $Z$ grows. The core and the cusp contract together, so truncating the expansion after its linear term fails at every $Z$: it gives $1-2.5=-1.5$ times the leading term, which has the wrong sign for a positive density. The integral in (\ref{weight}) avoids the truncation.

\paragraph{Proposition.} For a hydrogenic $1s$ core and an unscreened, zero-energy valence $s$ wave,
\begin{equation}
\frac{\Delta n_c}{\Delta n(0)}=\frac{e^{-2}I_0(2)}2\approx0.1543
\label{ratio}
\end{equation}
for every $Z$, where $I_0$ is a modified Bessel function.

\paragraph{Proof.} With $P^2=4Z^3r^2e^{-2Zr}$, the two integrals in the weight are elementary:
\begin{align}
w(s)&=\frac{e^{-2Zs}}s(1+2Zs+2Z^2s^2)
-Ze^{-2Zs}(1+2Zs)\nonumber\\
&=e^{-2Zs}\left(\frac1s+Z\right).
\end{align}
Put $x=Zs$. Then $s^2w\propto(x+x^2)e^{-2x}$, whose integral over $x$ is $1/4+1/4=1/2$.

The zero-energy radial equation is $u''=-(2/x)u$. Its regular solution is $u=yJ_1(y)$ with $y^2=8x$. Indeed $d/dx=(4/y)d/dy$ and $(yJ_1)'=yJ_0$, so $du/dx=4J_0$ and $d^2u/dx^2=-16J_1/y=-(2/x)u$. As $J_1(y)\to y/2$ at small $y$, the normalized density is
\begin{equation}
\frac{n(x)}{n(0)}=\frac{4J_1^2(y)}{y^2}
=\frac{J_1^2(\sqrt{8x})}{2x}.
\end{equation}
The required ratio is therefore
\begin{align}
\frac{\Delta n_c}{\Delta n(0)}
&=2\int_0^\infty(x+x^2)e^{-2x}\frac{J_1^2(\sqrt{8x})}{2x}\,dx\nonumber\\
&=\int_0^\infty(1+x)e^{-2x}J_1^2(\sqrt{8x})\,dx
=F(2)-F'(2),
\end{align}
with $F(p)=\int_0^\infty e^{-px}J_1^2(\sqrt{8x})dx$.

To find $F$, use the addition theorem for $J_0$ in the form
\begin{equation}
J_1^2(y)=\frac1\pi\int_0^\pi
J_0\!\left(2y\sin\frac\theta2\right)\cos\theta\,d\theta .
\end{equation}
Termwise integration of the series for $J_0$ gives $\int_0^\infty e^{-px}J_0(b\sqrt x)dx=p^{-1}e^{-b^2/4p}$. Here $b^2=32\sin^2(\theta/2)=16(1-\cos\theta)$, hence
\begin{equation}
F(p)=\frac{e^{-4/p}}{p\pi}\int_0^\pi
e^{(4/p)\cos\theta}\cos\theta\,d\theta
=\frac1p e^{-4/p}I_1(4/p).
\end{equation}
Set $G(z)=e^{-z}I_1(z)$ and $z=4/p$. Differentiation gives $F'=-G/p^2-4G'/p^3$, so at $p=2$
\begin{equation}
F-F'=\frac34G(2)+\frac12G'(2).
\end{equation}
The identity $I_1'(z)=I_0(z)-I_1(z)/z$ gives $G'(2)=e^{-2}[I_0(2)-\tfrac32I_1(2)]$. The $I_1$ terms cancel, leaving (\ref{ratio}). $\square$

In this model the density at the nucleus overestimates the correction by a factor of about $6.5$. A valence $p$ wave fails in the opposite way: its density vanishes at the nucleus, so the local formula gives zero, while the average over its nonzero density elsewhere does not vanish.

The same point matters in a projector augmented-wave calculation. The weight lies inside the augmentation sphere, where the smooth pseudo-density differs from the all-electron density. Both $\Delta v_{\rm es}(0)$ and $\Delta n_c$ must therefore be formed from the reconstructed all-electron density.

\section{A chlorine atom}

Consider a free, spherical, spin-restricted chlorine atom in the local density approximation with VWN correlation. Half an electron is removed from $3p$, or alternatively from $3s$, and the atom is made self-consistent again. Fractional occupation serves here as a controlled change of charge state. Relativity, spin polarization and core-hole relaxation are omitted, so the eigenvalues are not measured binding energies.

\subsection{Removal from $3p$}

The nuclear potential term is $-6.150$ eV. For the $1s$ level the density and exchange-correlation terms are $-0.060$ and $+0.003$ eV, giving
\begin{equation}
\Delta\varepsilon_{1s}=-6.150-0.060+0.003=-6.207\ \text{eV}.
\end{equation}
For $2p$ the corresponding sum is
\begin{equation}
\Delta\varepsilon_{2p}=-6.150+0.030+0.009=-6.110\ \text{eV},
\end{equation}
with the last digit affected by rounding. The $2s$ shift is $-6.096$ eV. All three levels follow the nuclear potential to within about one per cent of their shifts. The exchange-correlation term for $2p$ is nearly a third of the density term, so it cannot be dropped when that correction is wanted.

The sign of the $1s$ density term is unexpected if one thinks only of the removed electron. With all orbitals frozen, $\Delta n_{1s}=-0.101\,a_0^{-3}$; after relaxation it is $+0.094\,a_0^{-3}$. Relaxation has thus added $0.194\,a_0^{-3}$ to the weighted density. At the nucleus itself the change is about $+0.78\,a_0^{-3}$. Since $p$ orbitals vanish there and the $s$ occupations are unchanged, this increase must come from changes in the shapes of the $s$ orbitals.

Relaxation also alters the leading term. The frozen-orbital value of $\Delta v_{\rm es}(0)$ is $-10.172$ eV, so relaxation contributes $+4.023$ eV. Because the electronic potential at the nucleus is $\int n(\mathbf r)/r\,d^3r$, the remaining electrons have, in total, a larger inverse-radius moment than before. This frozen comparison fixes every orbital; it is not a frozen-core calculation, in which the valence orbitals still relax.

\subsection{Removal from $3s$}

Now the nuclear term is $-7.313$ eV. Using the relaxed $\Delta n_{1s}=-0.7129\,a_0^{-3}$ and $\langle r^2\rangle_{1s}=0.01129\,a_0^2$, the density term is
\begin{equation}
-\frac{2\pi}{3}(-0.7129)(0.01129)(27.211\ \text{eV})
=+0.459\ \text{eV}.
\end{equation}
With $+0.018$ eV from exchange and correlation, the shift is
\begin{equation}
\Delta\varepsilon_{1s}=-7.313+0.459+0.018=-6.836\ \text{eV}.
\end{equation}
The nuclear potential alone overestimates the magnitude of this shift by about $7\%$. The $2s$ and $2p$ shifts are $-6.734$ and $-6.735$ eV.

The frozen $3s$ density displays the cusp effect directly. Its weighted $1s$ correction is $0.604$ eV, whereas inserting the density at the nucleus gives $3.927$ eV. The ratio $0.1539$ is close to the model value $0.1543$, although the real $3s$ orbital is screened and has nonzero energy. That agreement is a result for this atom, not a proof that screening is generally unimportant. For the more extended $2p$ core the ratio is $0.0216$, and the local formula would give a correction of $72$ eV instead of $1.56$ eV.

\subsection{Differences between core levels}

The nuclear term cancels from the difference between two core shifts. For $3p$ removal,
\begin{align}
\Delta\varepsilon_{1s}-\Delta\varepsilon_{2p}
&=(-0.060-0.030)+(0.003-0.009)\nonumber\\
&\approx-0.097\ \text{eV},
\end{align}
where the final value comes from the unrounded terms. For $3s$ removal it is $-0.101$ eV. Such eigenvalue differences measure the finite-size and exchange-correlation terms, not the common potential shift. A measured difference between two core lines also contains the difference of their core-hole relaxation changes, which for this atom is of the same order, about $0.1$ eV, so it cannot be read as the finite-size term.

The second-order remainders do not exceed about $3\times10^{-5}$ eV in magnitude in these cases. They were tested against the explicit sum (\ref{second}), with a tolerance of $10\%$ of that sum plus $2\times10^{-7}$ Hartree. For $1s$ the remainder lies below this absolute tolerance, so that comparison shows only that it is negligible. The absolute part of the tolerance equals $5.4\times10^{-6}$ eV, roughly a fifth to a half of the $2s$ and $2p$ remainders, so for those levels the test confirms the sign and approximate size only. The full set of values is in the numerical output.

\section{Charge transfer and limits of use}

In a compound the removed charge goes somewhere. Suppose $\delta$ electrons leave a frozen valence orbital $v$ and are placed on a distant spherical shell of radius $d$. Then
\begin{equation}
\Delta v_{\rm es}(0)=-\delta\left(\left\langle\frac1r\right\rangle_v-\frac1d\right).
\end{equation}
The surroundings partly cancel the shift when $1/d<\langle1/r\rangle_v$. They do not change the density correction, because the shell potential is constant inside it. A core-level shift is therefore not a measure of local charge alone.

The energy zero also matters. Adding a constant to the potential changes $\Delta\varepsilon_c$ and $\Delta v_{\rm es}(0)$ equally, so the theorem remains true but the quoted shift changes. Two calculations must be aligned to the same reference before their core levels are compared.

The first-order result is justified when the matrix elements of $\Delta v$ between the core level and other levels are small compared with the energy separations, as condition (c) requires. Variation of $\Delta v$ across the orbital enters the second-order term (\ref{second}) only through these elements. Overlap with changed electron density is not in itself an obstacle, because (\ref{weight}) includes that density in full. Other changed charges, such as neighbouring nuclei, must lie outside the orbital, as condition (b) requires. A shallow semicore level can violate either requirement. Finally, a measured shift contains the change in core-hole relaxation energy between the two environments. The theorem leaves that contribution out. Differences of total energies with and without the core hole include it together with the initial-state part, so they must not be added to the eigenvalue shift.

\section*{Computed values}
\begin{verbatim}
Hartree energy: 27.211386 eV
Smooth test Z=10: full -0.0041198, leading -0.0041511 Ha
Smooth test Z=20: full -0.0010358, leading -0.0010378 Ha
Point charge, Z=10, d=3 a0: s shift 0.333333 Ha
  p along axis 0.337778, across 0.331111 Ha
Cusp ratio dn_c/dn(0): integrated 0.154254, formula 0.154254
Neutral Cl, LDA (VWN):
  1s: level -2731.186 eV, <r^2> 0.011289 a0^2
  2s: level -250.018 eV, <r^2> 0.238656 a0^2
  2p: level -191.568 eV, <r^2> 0.207929 a0^2
Electrons removed in each case: 0.5
Removal from 3p:
  dv_es(0): relaxed -6.1495, frozen -10.1721 eV
  dn(0): relaxed 0.77632, frozen 0.00000 a0^-3
  1s: shift -6.2070 eV, density term -0.06026 eV
    xc term 0.00280, second order -0.000000 eV
    dn_c: relaxed 0.093662, frozen -0.100729 a0^-3
  2s: shift -6.0957 eV, density term 0.04735 eV
    xc term 0.00648, second order -0.000010 eV
    dn_c: relaxed -0.003481, frozen -0.070206 a0^-3
  2p: shift -6.1097 eV, density term 0.03042 eV
    xc term 0.00937, second order -0.000016 eV
    dn_c: relaxed -0.002567, frozen -0.071418 a0^-3
  shift difference 1s - 2p: -0.0972 eV
Removal from 3s:
  dv_es(0): relaxed -7.3130, frozen -12.2587 eV
  dn(0): relaxed -5.23307, frozen -6.10377 a0^-3
  1s: shift -6.8361 eV, density term 0.45865 eV
    xc term 0.01828, second order -0.000001 eV
    dn_c: relaxed -0.712874, frozen -0.939144 a0^-3
    frozen density term 0.60423, with dn(0) 3.92708 eV
    frozen ratio dn_c/dn(0): 0.1539
  2s: shift -6.7338 eV, density term 0.55293 eV
    xc term 0.02637, second order -0.000025 eV
    dn_c: relaxed -0.040652, frozen -0.122661 a0^-3
    frozen density term 1.66835, with dn(0) 83.01943 eV
    frozen ratio dn_c/dn(0): 0.0201
  2p: shift -6.7347 eV, density term 0.56321 eV
    xc term 0.01519, second order -0.000030 eV
    dn_c: relaxed -0.047527, frozen -0.132016 a0^-3
    frozen density term 1.56441, with dn(0) 72.33057 eV
    frozen ratio dn_c/dn(0): 0.0216
  shift difference 1s - 2p: -0.1014 eV
\end{verbatim}
